# Rf Shift of the Floating Sheath Drop with Maxwellian Electrons: a program that tests the result

```python
"""
Result under test: a surface that draws no average current, with sheath drop
    V(t) = Vm + V1*cos(w*t)   (plasma at sheath edge minus surface, volts),
has  Vm = Te*ln(vbar/(4*uB)) + Te*ln I0(V1/Te),  as long as V(t) >= 0.
Te: electron temperature in volts; vbar: mean electron speed; uB: Bohm speed;
V1: peak rf amplitude across the sheath; I0: modified Bessel function.
Electrons are Maxwellian and cross the sheath at once; the ion flux is n*uB.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0e

e, m_e = const.e, const.m_e
M_ar = 39.948 * const.atomic_mass
Te = 3.0            # V
V1 = 30.0           # V
n_s = 1e16          # m^-3
area = 1e-4         # m^2
C_block = 1e-9      # F
freq = 13.56e6      # Hz
width = 1e-3        # m, assumed sheath width

vbar = math.sqrt(8 * e * Te / (math.pi * m_e))


def bohm_speed(mass):
    return math.sqrt(e * Te / mass)


def ln_i0(a):
    return a + math.log(i0e(a))


def shift_formula(amplitude):
    return Te * ln_i0(amplitude / Te)


# --- Electron flux per unit density: velocity-space integral against the law
def kinetic_flux(drop):
    v_th = math.sqrt(e * Te / m_e)
    x_min = math.sqrt(2 * max(drop, 0.0) / Te)
    integral = quad(lambda x: x * math.exp(-x * x / 2), x_min, x_min + 12,
                    epsabs=1e-14, epsrel=1e-11)[0]
    return v_th * integral / math.sqrt(2 * math.pi)


for drop in (-2.0, 0.0, 1.0, 8.0, 20.0):
    law = vbar / 4 * math.exp(-max(drop, 0.0) / Te)
    assert abs(kinetic_flux(drop) / law - 1) < 1e-7

# --- Mean drop by root search on the cycle-averaged flux, with saturation
N = 20000
cosine = np.cos(2 * np.pi * (np.arange(N) + 0.5) / N)


def mean_flux_ratio(mean_drop, amplitude, mass):
    drop = np.maximum(mean_drop + amplitude * cosine, 0.0)
    return vbar / (4 * bohm_speed(mass)) * np.mean(np.exp(-drop / Te))


def numeric_drop(amplitude, mass):
    return brentq(lambda v: mean_flux_ratio(v, amplitude, mass) - 1,
                  -amplitude - 1, amplitude + 20 * Te, xtol=1e-10)


V_dc = Te * math.log(vbar / (4 * bohm_speed(M_ar)))
assert abs(V_dc - Te / 2 * math.log(M_ar / (2 * math.pi * m_e))) < 1e-10
assert abs(numeric_drop(0.0, M_ar) - V_dc) < 1e-7

amplitudes = (1.0, 3.0, 10.0, 30.0, 100.0, 300.0)
table = []
for amp in amplitudes:
    found = numeric_drop(amp, M_ar) - numeric_drop(0.0, M_ar)
    assert abs(found - shift_formula(amp)) < 1e-6
    small = amp**2 / (4 * Te)
    large = amp - Te / 2 * math.log(2 * math.pi * amp / Te)
    table.append((amp, found, small, large))

# The shift does not depend on ion mass: repeat with protons
shift_proton = numeric_drop(V1, const.m_p) - numeric_drop(0.0, const.m_p)
assert abs(shift_proton - shift_formula(V1)) < 1e-6

# --- Limits, against the directly averaged exponential
a = 0.1
assert abs(math.log(np.mean(np.exp(-a * cosine))) - a**2 / 4) < a**4 / 50
a = 50.0
direct = math.log(np.mean(np.exp(-a * cosine)))
assert abs(direct - (a - 0.5 * math.log(2 * math.pi * a))) < 1 / (7 * a)


# --- Largest amplitude for which the drop never reverses
def limit_ratio(mass):
    log_flux = math.log(vbar / (4 * bohm_speed(mass)))
    return brentq(lambda r: log_flux + ln_i0(r) - r, 1.0, 1e5)


a_lim = limit_ratio(M_ar)
a_lim_estimate = M_ar / (4 * math.pi**2 * m_e)
assert abs(a_lim / a_lim_estimate - 1) < 1e-3
below = 0.9 * a_lim * Te
above = 2.0 * a_lim * Te
assert abs(numeric_drop(below, M_ar) - V_dc - shift_formula(below)) < 1e-5
excess = V_dc + shift_formula(above) - numeric_drop(above, M_ar)
assert excess > 0.1


# --- Time integration of the blocking-capacitor circuit
I_ion = e * n_s * bohm_speed(M_ar) * area
tau = C_block * Te / I_ion


def run_circuit(f, steps=80):
    """Start at the dc floating drop; return cycle means and last peak ratio."""
    flux0 = vbar / (4 * bohm_speed(M_ar))
    dt = 1 / (f * steps)
    rf = [V1 * math.cos(math.pi * k / steps) for k in range(2 * steps + 1)]
    gain = I_ion / C_block

    def rate(offset, rf_now):
        return gain * (flux0 * math.exp(-max(offset + rf_now, 0.0) / Te) - 1)

    offset, means, peak = V_dc, [], 0.0
    for _ in range(int(14 * tau * f)):
        total, peak = 0.0, 0.0
        for k in range(steps):
            r0, r1, r2 = rf[2 * k], rf[2 * k + 1], rf[2 * k + 2]
            total += offset + r0
            k1 = rate(offset, r0)
            peak = max(peak, k1 / gain + 1)
            k2 = rate(offset + dt / 2 * k1, r1)
            k3 = rate(offset + dt / 2 * k2, r1)
            k4 = rate(offset + dt * k3, r2)
            offset += dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        means.append(total / steps)
    return means, peak


V_mean = V_dc + shift_formula(V1)
means, peak_circuit = run_circuit(freq)
means_double, _ = run_circuit(2 * freq)
assert abs(means[-1] - V_mean) < 2e-3
assert abs(means_double[-1] - V_mean) < 2e-3

ratio = V1 / Te
peak_formula = math.exp(ratio - ln_i0(ratio))
assert abs(peak_circuit / peak_formula - 1) < 0.01

c1, c2 = int(4 * tau * freq), int(6 * tau * freq)
decay = math.log((means[-1] - means[c1]) / (means[-1] - means[c2]))
tau_circuit = (c2 - c1) / freq / decay
assert abs(tau_circuit / tau - 1) < 0.02

# Just after turn-on the mean drop is still the dc value
start_ratio = mean_flux_ratio(V_dc, V1, M_ar)
assert 1 < start_ratio < math.exp(ln_i0(ratio))

# Electron pulse width at half height, tested on the flux itself
half_angle = math.acos(1 - math.log(2) / ratio)
flux_top = kinetic_flux(V_mean - V1)
flux_half = kinetic_flux(V_mean - V1 * math.cos(half_angle))
assert abs(flux_half / flux_top - 0.5) < 1e-6

V_min = V_mean - V1
assert V_min > 0
transit = 2 * width / math.sqrt(2 * e * V_min / m_e)

print(f"Electron temperature Te = {Te:.1f} V")
print(f"Rf amplitude across sheath V1 = {V1:.1f} V")
print(f"Frequency = {freq/1e6:.2f} MHz")
print(f"Sheath-edge density = {n_s:.1e} m^-3")
print(f"Surface area = {area*1e4:.1f} cm^2")
print(f"Blocking capacitor = {C_block*1e9:.1f} nF")
print(f"Argon ion / electron mass ratio = {M_ar/m_e:.0f}")
print(f"Mean electron speed = {vbar:.4e} m/s")
print(f"Bohm speed = {bohm_speed(M_ar):.1f} m/s")
print(f"vbar/(4 uB) = {vbar/(4*bohm_speed(M_ar)):.2f}")
print(f"Dc floating drop = {V_dc:.3f} V")
print(f"V1/Te = {ratio:.3f}")
print(f"I0(V1/Te) = {math.exp(ln_i0(ratio)):.1f}")
print(f"ln I0(V1/Te) = {ln_i0(ratio):.4f}")
print(f"Rf shift, formula = {shift_formula(V1):.3f} V")
print(f"Rf shift, root search, protons = {shift_proton:.3f} V")
print(f"Mean drop, formula = {V_mean:.3f} V")
print(f"Mean drop, circuit, 13.56 MHz = {means[-1]:.3f} V")
print(f"Mean drop, circuit, 27.12 MHz = {means_double[-1]:.3f} V")
print(f"Minimum drop = {V_min:.3f} V")
print(f"Maximum drop = {V_mean+V1:.3f} V")
print(f"Peak electron/ion flux, formula = {peak_formula:.3f}")
print(f"Peak electron/ion flux, circuit = {peak_circuit:.3f}")
print(f"Electron pulse full width at half height = "
      f"{2*math.degrees(half_angle):.1f} deg")
print(f"Mean electron/ion flux just after turn-on = {start_ratio:.1f}")
print(f"Ion current = {I_ion*1e3:.4f} mA")
print(f"Settling time C Te/Ii = {tau*1e6:.3f} us")
print(f"Settling time, circuit = {tau_circuit*1e6:.3f} us")
print(f"Assumed sheath width = {width*1e3:.1f} mm")
print(f"Electron transit at minimum drop = {transit*1e9:.2f} ns")
print(f"Rf period = {1e9/freq:.2f} ns")
print(f"Transit as rf phase = {360*transit*freq:.1f} deg")
print("V1 (V) | shift, root search (V) | small-V1 law (V) | large-V1 law (V)")
for amp, found, small, large in table:
    print(f"{amp:6.1f} | {found:9.4f} | {small:10.4f} | {large:9.4f}")
print(f"Limit of V1/Te for argon = {a_lim:.1f}")
print(f"Estimate M/(4 pi^2 m) for argon = {a_lim_estimate:.1f}")
print(f"Limit of V1 for argon = {a_lim*Te:.0f} V")
print(f"Limit of V1/Te for protons = {limit_ratio(const.m_p):.1f}")
print(f"Formula minus true drop at twice argon limit = {excess:.3f} V")
print("verified")
```

Running it gives:

```
Electron temperature Te = 3.0 V
Rf amplitude across sheath V1 = 30.0 V
Frequency = 13.56 MHz
Sheath-edge density = 1.0e+16 m^-3
Surface area = 1.0 cm^2
Blocking capacitor = 1.0 nF
Argon ion / electron mass ratio = 72821
Mean electron speed = 1.1592e+06 m/s
Bohm speed = 2691.8 m/s
vbar/(4 uB) = 107.66
Dc floating drop = 14.037 V
V1/Te = 10.000
I0(V1/Te) = 2815.7
ln I0(V1/Te) = 7.9430
Rf shift, formula = 23.829 V
Rf shift, root search, protons = 23.829 V
Mean drop, formula = 37.866 V
Mean drop, circuit, 13.56 MHz = 37.866 V
Mean drop, circuit, 27.12 MHz = 37.866 V
Minimum drop = 7.866 V
Maximum drop = 67.866 V
Peak electron/ion flux, formula = 7.823
Peak electron/ion flux, circuit = 7.823
Electron pulse full width at half height = 42.9 deg
Mean electron/ion flux just after turn-on = 40.9
Ion current = 0.4313 mA
Settling time C Te/Ii = 6.956 us
Settling time, circuit = 6.924 us
Assumed sheath width = 1.0 mm
Electron transit at minimum drop = 1.20 ns
Rf period = 73.75 ns
Transit as rf phase = 5.9 deg
V1 (V) | shift, root search (V) | small-V1 law (V) | large-V1 law (V)
   1.0 |    0.0828 |     0.0833 |   -0.1089
   3.0 |    0.7077 |     0.7500 |    0.2432
  10.0 |    5.5773 |     8.3333 |    5.4372
  30.0 |   23.8289 |    75.0000 |   23.7893
 100.0 |   91.9948 |   833.3333 |   91.9833
 300.0 |  290.3392 |  7500.0000 |  290.3354
Limit of V1/Te for argon = 1844.8
Estimate M/(4 pi^2 m) for argon = 1844.6
Limit of V1 for argon = 5534 V
Limit of V1/Te for protons = 46.8
Formula minus true drop at twice argon limit = 1.019 V
verified
```
